# Charge Transition Levels from DFT Plus GW, with a Two-Path Test: test program

```python
"""Charge transition level from DFT + GW, tested on H2 / H2+.

Result under test: level(+/0) = E(0,R0) - E(+,Rp) can be assembled as
  path A: GW addition energy of H2+ at Rp + relaxation of neutral H2,
  path B: GW removal energy of H2 at R0 + relaxation energy of H2+.
R0, Rp are relaxed bond lengths of the neutral and the cation.
The mismatch A - B is zero for exact energies and tests approximate ones.
The program also tests image-charge corrections C(q;q_ion) for charge q
in a lattice whose ions are relaxed for charge q_ion.
Energies are in hartree internally; bond lengths are in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, dft, fci

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
BASIS = "cc-pvtz"


def molecule(bond, charge):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond)]],
                 unit="Angstrom", basis=BASIS, charge=charge,
                 spin=charge, verbose=0)


def run_dft(functional, bond, charge):
    mf = dft.UKS(molecule(bond, charge))
    mf.xc = functional
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def relaxed_bond(energy, shortest, longest):
    """Minimum of the quartic through five computed energies."""
    bonds = np.linspace(shortest, longest, 5)
    centre = bonds.mean()
    poly = np.polyfit(bonds - centre, [energy(b) for b in bonds], 4)
    found = minimize_scalar(lambda b: np.polyval(poly, b - centre),
                            bounds=(shortest, longest), method="bounded",
                            options={"xatol": 1e-7})
    assert shortest + 0.01 < found.x < longest - 0.01
    assert abs(energy(found.x) - found.fun) < 2e-5
    return found.x


def core_problem(bond):
    mol = molecule(bond, 0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    e, c = eigh(h, mol.intor("int1e_ovlp"))
    return mol, e, c


def exact_cation(bond):
    mol, e, _ = core_problem(bond)
    return e[0] + mol.energy_nuc()


def two_electron_matrix(bond):
    """Full Hamiltonian for one spin-up and one spin-down electron."""
    mol, e, c = core_problem(bond)
    n = len(e)
    g = mol.intor("int2e").reshape(n, n, n, n)
    g = np.einsum("pi,qj,pqrs,rk,sl->ijkl", c, c, g, c, c, optimize=True)
    one = np.eye(n)
    matrix = np.kron(np.diag(e), one) + np.kron(one, np.diag(e))
    matrix += g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    return matrix, e[0], mol.energy_nuc()


def exact_neutral(bond):
    matrix, _, nuclear = two_electron_matrix(bond)
    return eigh(matrix, eigvals_only=True,
                subset_by_index=[0, 0])[0] + nuclear


def gw_energy(mf, spin, orbital):
    """G0W0 energy of one orbital from the full RPA spectrum."""
    mol, n = mf.mol, mf.mol.nao
    eri = mol.intor("int2e").reshape(n * n, n * n)
    pairs, gaps = [], []
    for s in (0, 1):
        for i in np.where(mf.mo_occ[s] > 0.5)[0]:
            for a in np.where(mf.mo_occ[s] < 0.5)[0]:
                pairs.append(np.outer(mf.mo_coeff[s][:, i],
                                      mf.mo_coeff[s][:, a]).ravel())
                gaps.append(mf.mo_energy[s][a] - mf.mo_energy[s][i])
    pairs, gaps = np.array(pairs), np.array(gaps)
    kernel = pairs @ eri @ pairs.T
    root = np.sqrt(gaps)
    squared, z = eigh(np.diag(gaps**2) + 2 * np.outer(root, root) * kernel)
    omega = np.sqrt(squared)
    amplitudes = root[:, None] * z / np.sqrt(omega)

    c, e = mf.mo_coeff[spin], mf.mo_energy[spin]
    filled = mf.mo_occ[spin] > 0.5
    products = np.array([np.outer(c[:, orbital], c[:, m]).ravel()
                         for m in range(n)])
    coupling = products @ eri @ pairs.T
    strength = (coupling @ amplitudes)**2
    poles = e[:, None] + np.where(filled, -1, 1)[:, None] * omega

    def correlation(freq):
        return np.sum(strength / (freq - poles))

    # Independent evaluation: W from matrix inversion, integrated along
    # the imaginary axis at a frequency between filled and empty levels.
    lumo = e[~filled].min()
    middle = (e[filled].max() + lumo) / 2 if filled.any() else lumo - 0.3
    offset = middle - e
    nodes, weights = np.polynomial.legendre.leggauss(100)
    integral = 0.0
    for t, weight in zip(nodes, weights):
        y = 0.5 * (1 + t) / (1 - t)
        inverse = np.linalg.inv(-np.diag((gaps**2 + y*y) / (2 * gaps))
                                - kernel)
        screened = np.einsum("mx,xy,my->m", coupling, inverse, coupling,
                             optimize=True)
        integral -= (weight / (1 - t)**2 / np.pi
                     * np.sum(screened * offset / (offset**2 + y*y)))
    assert abs(integral - correlation(middle)) < 1e-6

    dm = mf.make_rdm1()
    vj, vk = mf.get_jk(mol, dm)
    vxc = np.asarray(mf.get_veff(mol, dm))[spin] - vj[0] - vj[1]
    static = c[:, orbital] @ (-vk[spin] - vxc) @ c[:, orbital]
    low = poles[filled].max() + 1e-6 if filled.any() else -5.0
    high = poles[~filled].min() - 1e-6
    level = brentq(lambda w: w - e[orbital] - static - correlation(w),
                   low, high, xtol=1e-11)
    return level, e[orbital], static, correlation(level)


# The Green-function pole is compared with separately computed energies.
test_bond = 1.0
matrix, cation_electronic, _ = two_electron_matrix(test_bond)
unit = np.zeros(len(matrix))
unit[0] = 1.0


def inverse_green(freq):
    shifted = (freq + cation_electronic) * np.eye(len(matrix)) - matrix
    return 1 / np.linalg.solve(shifted, unit)[0]


pole = brentq(inverse_green, -1.5, matrix[0, 0] - cation_electronic,
              xtol=1e-11)
hf = scf.RHF(molecule(test_bond, 0))
hf.chkfile = None
hf.kernel()
energy_difference = fci.FCI(hf).kernel()[0] - exact_cation(test_bond)
assert abs(pole - energy_difference) < 1e-7

exact_r0 = relaxed_bond(exact_neutral, 0.66, 0.84)
exact_rp = relaxed_bond(exact_cation, 0.95, 1.30)
exact_level = exact_neutral(exact_r0) - exact_cation(exact_rp)
print("H2 (+/0) level, zero = vacuum, basis", BASIS)
print(f"Green pole at {test_bond:.2f} angstrom: {pole*EV:.4f} eV")
print(f"FCI energy difference there: {energy_difference*EV:.4f} eV")
print(f"FCI bonds R0, Rp: {exact_r0:.4f}, {exact_rp:.4f} angstrom")
print(f"FCI relaxed level: {exact_level*EV:.3f} eV")

functionals = {"BLYP": "b88,lyp", "BHandHLYP": "0.5*HF + 0.5*b88, lyp"}
for name, functional in functionals.items():
    r0 = relaxed_bond(lambda b: run_dft(functional, b, 0).e_tot, 0.66, 0.84)
    rp = relaxed_bond(lambda b: run_dft(functional, b, 1).e_tot, 0.95, 1.30)
    neutral_r0, neutral_rp = [run_dft(functional, b, 0) for b in (r0, rp)]
    cation_r0, cation_rp = [run_dft(functional, b, 1) for b in (r0, rp)]
    add = gw_energy(cation_rp, 1, 0)
    remove = gw_energy(neutral_r0, 0, 0)
    relax_a = neutral_r0.e_tot - neutral_rp.e_tot
    relax_b = cation_r0.e_tot - cation_rp.e_tot
    assert relax_a < 0 < relax_b
    path_a, path_b = add[0] + relax_a, remove[0] + relax_b
    ks_a, ks_b = add[1] + relax_a, remove[1] + relax_b
    if name == "BLYP":
        assert abs(path_a - path_b) < abs(ks_a - ks_b)
    delta_scf = neutral_r0.e_tot - cation_rp.e_tot
    vertical_rp = neutral_rp.e_tot - cation_rp.e_tot
    vertical_r0 = neutral_r0.e_tot - cation_r0.e_tot
    n0, np_ = exact_neutral(r0), exact_neutral(rp)
    c0, cp = exact_cation(r0), exact_cation(rp)
    geometry = (n0 - cp) - exact_level

    print(f"--- {name}; all energies below in eV")
    print(f"bonds R0, Rp: {r0:.4f}, {rp:.4f} angstrom")
    for label, q in (("H2+ add at Rp", add), ("H2 remove at R0", remove)):
        print(f"{label}: KS {q[1]*EV:.3f}, Sx-vxc {q[2]*EV:.3f}, "
              f"Sc {q[3]*EV:.3f}, GW {q[0]*EV:.3f}")
    print(f"DFT relaxation A, B: {relax_a*EV:.3f}, {relax_b*EV:.3f}")
    print(f"GW+DFT level A, B: {path_a*EV:.3f}, {path_b*EV:.3f}")
    print(f"GW+DFT mismatch A-B: {(path_a-path_b)*EV:.3f}")
    print(f"KS+DFT level A, B: {ks_a*EV:.3f}, {ks_b*EV:.3f}")
    print(f"KS+DFT mismatch A-B: {(ks_a-ks_b)*EV:.3f}")
    print(f"Delta-SCF level: {delta_scf*EV:.3f}")
    print(f"vertical DFT difference at Rp, R0: {vertical_rp*EV:.3f}, "
          f"{vertical_r0*EV:.3f}")
    print(f"GW minus vertical DFT at Rp, R0: "
          f"{(add[0]-vertical_rp)*EV:.3f}, {(remove[0]-vertical_r0)*EV:.3f}")
    print(f"FCI vertical at Rp, R0: {(np_-cp)*EV:.3f}, {(n0-c0)*EV:.3f}")
    print(f"FCI relaxation A, B: {(n0-np_)*EV:.3f}, {(c0-cp)*EV:.3f}")
    print(f"GW vertical error A, B: {(add[0]-np_+cp)*EV:.3f}, "
          f"{(remove[0]-n0+c0)*EV:.3f}")
    print(f"DFT relaxation error A, B: {(relax_a-n0+np_)*EV:.3f}, "
          f"{(relax_b-c0+cp)*EV:.3f}")
    print(f"geometry contribution to error: {geometry*EV:.4f}")
    print(f"total level error A, B: {(path_a-exact_level)*EV:.3f}, "
          f"{(path_b-exact_level)*EV:.3f}")


def madelung(width):
    """Cubic image constant from a lattice of normalized Gaussians."""
    index = np.arange(-13, 14)
    square = (index[:, None, None]**2 + index[None, :, None]**2
              + index[None, None, :]**2).ravel()
    g2 = (2 * np.pi)**2 * square[square > 0]
    periodic = 2 * np.pi * np.sum(np.exp(-g2 * width**2) / g2)
    isolated = 1 / (2 * np.sqrt(np.pi) * width)
    return 2 * (isolated - periodic + 2 * np.pi * width**2)


alpha = madelung(0.10)
assert abs(alpha - madelung(0.08)) < 1e-9
cell, eps_electronic, eps_static = 12.0, 4.0, 12.0
unit_correction = alpha / (2 * cell / BOHR)


def polarization_energy(q, q_ion):
    """Dielectric energy / vacuum energy of unit charge, ions frozen."""
    chi_e = (eps_electronic - 1) / (4 * np.pi)
    chi_i = (eps_static - eps_electronic) / (4 * np.pi)
    stiffness = 4*np.pi*np.ones((2, 2)) + np.diag([1/chi_e, 1/chi_i])
    field, ion_field = 4 * np.pi * q, 4 * np.pi * q_ion
    p_ion = np.linalg.solve(stiffness, [ion_field, ion_field])[1]
    p_electron = (field - 4 * np.pi * p_ion) / stiffness[0, 0]
    energy = ((field - 4*np.pi*(p_electron + p_ion))**2 / (8*np.pi)
              + p_electron**2 / (2*chi_e) + p_ion**2 / (2*chi_i))
    return energy / (2 * np.pi)


def correction(q, q_ion):
    return unit_correction * (q*q/eps_static + (q-q_ion)**2
                              * (1/eps_electronic - 1/eps_static))


for q in (-2, -1, 0, 1, 2):
    for q_ion in (-1, 0, 1, 2):
        direct = unit_correction * polarization_energy(q, q_ion)
        assert abs(direct - correction(q, q_ion)) < 1e-12

# The response to an infinitesimal added electron contains only its
# interaction with the images of the initial charge.
step = 0.01
cross_a = -unit_correction * (polarization_energy(1 + step, 1)
                              - polarization_energy(1 - step, 1))/(2*step)
cross_b = -unit_correction * (polarization_energy(step, 0)
                              - polarization_energy(-step, 0))/(2*step)
assert abs(cross_a + 2 * unit_correction / eps_static) < 1e-10
assert abs(cross_b) < 1e-10
full_a = correction(0, 1) - correction(1, 1)
full_b = correction(0, 0) - correction(1, 0)
relax_ca = correction(0, 0) - correction(0, 1)
relax_cb = correction(1, 0) - correction(1, 1)
false_mismatch = (full_a - cross_a) - (full_b - cross_b)
assert abs(false_mismatch - 2*unit_correction/eps_electronic) < 1e-10

print("--- Supercell model, (+/0); energies below in eV")
print(f"cubic cell: {cell:.1f} angstrom; Madelung constant: {alpha:.6f}")
print(f"electronic, static dielectric constants: "
      f"{eps_electronic:.1f}, {eps_static:.1f}")
print(f"unit-charge vacuum correction: {unit_correction*EV:.4f}")
print(f"C(1;1), C(0;1): {correction(1,1)*EV:.4f}, {correction(0,1)*EV:.4f}")
print(f"C(1;0), C(0;0): {correction(1,0)*EV:.4f}, {correction(0,0)*EV:.4f}")
print(f"total-energy vertical correction A, B: "
      f"{full_a*EV:.4f}, {full_b*EV:.4f}")
print(f"relaxation correction A, B: {relax_ca*EV:.4f}, {relax_cb*EV:.4f}")
print(f"summed total-energy correction A, B: "
      f"{(full_a+relax_ca)*EV:.4f}, {(full_b+relax_cb)*EV:.4f}")
print(f"GW image correction A, B: {cross_a*EV:.4f}, {abs(cross_b)*EV:.4f}")
print(f"false A-B if full correction is put on GW: {false_mismatch*EV:.4f}")
print("checks complete")
```

It prints:

```
H2 (+/0) level, zero = vacuum, basis cc-pvtz
Green pole at 1.00 angstrom: -14.8079 eV
FCI energy difference there: -14.8079 eV
FCI bonds R0, Rp: 0.7426, 1.0573 angstrom
FCI relaxed level: -15.513 eV
--- BLYP; all energies below in eV
bonds R0, Rp: 0.7467, 1.1356 angstrom
H2+ add at Rp: KS -14.549, Sx-vxc 2.153, Sc -1.556, GW -13.952
H2 remove at R0: KS -10.356, Sx-vxc -5.773, Sc 0.374, GW -15.756
DFT relaxation A, B: -1.305, 1.051
GW+DFT level A, B: -15.257, -14.705
GW+DFT mismatch A-B: -0.552
KS+DFT level A, B: -15.854, -9.306
KS+DFT mismatch A-B: -6.548
Delta-SCF level: -15.291
vertical DFT difference at Rp, R0: -13.986, -16.342
GW minus vertical DFT at Rp, R0: 0.034, 0.586
FCI vertical at Rp, R0: -14.199, -16.364
FCI relaxation A, B: -1.341, 0.823
GW vertical error A, B: 0.247, 0.608
DFT relaxation error A, B: 0.037, 0.227
geometry contribution to error: -0.0273
total level error A, B: 0.256, 0.808
--- BHandHLYP; all energies below in eV
bonds R0, Rp: 0.7371, 1.0891 angstrom
H2+ add at Rp: KS -14.801, Sx-vxc 2.174, Sc -1.370, GW -13.997
H2 remove at R0: KS -13.656, Sx-vxc -2.546, Sc -0.128, GW -16.330
DFT relaxation A, B: -1.239, 1.013
GW+DFT level A, B: -15.236, -15.317
GW+DFT mismatch A-B: 0.081
KS+DFT level A, B: -16.040, -12.643
KS+DFT mismatch A-B: -3.397
Delta-SCF level: -15.396
vertical DFT difference at Rp, R0: -14.156, -16.408
GW minus vertical DFT at Rp, R0: 0.159, 0.078
FCI vertical at Rp, R0: -14.392, -16.436
FCI relaxation A, B: -1.125, 0.918
GW vertical error A, B: 0.395, 0.106
DFT relaxation error A, B: -0.114, 0.094
geometry contribution to error: -0.0043
total level error A, B: 0.277, 0.196
--- Supercell model, (+/0); energies below in eV
cubic cell: 12.0 angstrom; Madelung constant: 2.837297
electronic, static dielectric constants: 4.0, 12.0
unit-charge vacuum correction: 1.7023
C(1;1), C(0;1): 0.1419, 0.2837
C(1;0), C(0;0): 0.4256, 0.0000
total-energy vertical correction A, B: 0.1419, -0.4256
relaxation correction A, B: -0.2837, 0.2837
summed total-energy correction A, B: -0.1419, -0.1419
GW image correction A, B: -0.2837, 0.0000
false A-B if full correction is put on GW: 0.8512
checks complete
```
